# Frequency grids for the one-mode RPA correlation energy, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Atomic units are used in the algebra. Every formula is homogeneous in the energies, so frequencies and energies can be quoted in eV.

A system has one occupied-to-empty transition with gap $D>0$ and Coulomb coupling $K>-D/2$. In the direct random-phase approximation (RPA, no exchange in the response) the transition is a boson with

$$H=(D+K)\,b^\dagger b+\tfrac K2\,(bb+b^\dagger b^\dagger),$$

and the correlation energy is its ground-state energy. The same energy is written as an integral over imaginary frequency,

$$E=\int_0^\infty f(\omega)\,d\omega,\quad f=\frac{\ln(1+Q)-Q}{2\pi},\quad Q=\frac{2DK}{D^2+\omega^2},$$

where $-Q$ is the only nonzero eigenvalue of $\chi_0(i\omega)v$. A quadrature rule has $N$ nodes $\omega_j$ and weights $w_j$, and its error is $\sum_j w_jf(\omega_j)-E$. End points of trapezoidal rules carry half weight. Take $K>0$ in parts (b) to (f).

(a) Find the excitation energy $\Omega$ and the ground-state energy of $H$, and evaluate the integral in closed form.

(b) Express the error of any rule through its error on a single Lorentzian, and find the cost of cutting the integral at $\omega=W$.

(c) Find the error of the uniform trapezoidal rule with step $h$ and cutoff $W=(N-1)h$.

(d) Find the error of Gauss–Legendre quadrature mapped by $\omega=\omega_0(1+x)/(1-x)$, and the best scale $\omega_0$.

(e) Find the error of the trapezoidal rule in $t=\ln\omega$ with nodes $\omega_j=\omega_{\min}e^{jh}$, $j=0,\dots,N-1$, and choose $h$, $\omega_{\min}$ and $\omega_{\max}$ for given $N$.

(f) Tabulate the errors for H$_2$ at $R=0.74$ Å with restricted Hartree–Fock orbitals in the STO-3G basis.

## Solution

### (a) The exact energy

Put $x=(b+b^\dagger)/\sqrt2$ and $p=(b-b^\dagger)/(i\sqrt2)$, so $[x,p]=i$. Then $b^\dagger b=(p^2+x^2-1)/2$, and $2x^2=bb+b^\dagger b^\dagger+2b^\dagger b+1$ gives $Kb^\dagger b+\tfrac K2(bb+b^\dagger b^\dagger)=Kx^2-K/2$. Hence

$$H=\tfrac D2p^2+\tfrac{D+2K}2x^2-\tfrac{D+K}2 .$$

This is an oscillator with inverse mass $D$ and spring constant $D+2K$. Its frequency is $\Omega=\sqrt{D^2+2DK}$ and its ground-state energy is $(\Omega-D-K)/2$.

For the integral, note that $1+Q=(\omega^2+\Omega^2)/(\omega^2+D^2)$. Since $\partial_s\ln(\omega^2+s^2)=2s/(\omega^2+s^2)$,

$$\ln(1+Q)=\int_D^\Omega\frac{2s\,ds}{\omega^2+s^2}.$$

Define the Lorentzian $L_s(\omega)=(2/\pi)\,s/(\omega^2+s^2)$. Its integral over $[0,\infty)$ is $(2/\pi)\arctan(\omega/s)\big|_0^\infty=1$. Because $2s/(\omega^2+s^2)=\pi L_s$ and $Q=\pi KL_D$,

$$f(\omega)=\tfrac12\Big[\int_D^\Omega L_s(\omega)\,ds-K\,L_D(\omega)\Big].\tag{1}$$

Integrating over $\omega$ replaces each Lorentzian by 1:

$$E=\tfrac12(\Omega-D-K).\tag{2}$$

For $K\ll D$, $\Omega\approx D+K-K^2/2D$ and $E\approx-K^2/4D$, the second-order result. For $K<-D/2$ the spring constant is negative, $1+Q(0)<0$, and $H$ is unbounded below and has no ground state, while the logarithm in $f$ is complex near $\omega=0$.

### (b) One error function for all rules, and the tail

A rule is linear in the integrand. Let $e(s)=\sum_jw_jL_s(\omega_j)-1$. Applying the rule to (1) and subtracting (2) gives

$$\text{error}=\tfrac12\Big[\int_D^\Omega e(s)\,ds-K\,e(D)\Big].\tag{3}$$

If $e$ were the same for all $s$, the error would be $eE$. The two terms in (3) then cancel down to $|eE|$, which for small $K/D$ is much less than $|e|K/2$. When $e(s)$ varies across $[D,\Omega]$ the balance shifts, and the error can be larger or smaller than this and of either sign. If $e$ is positive and decreasing, $\int_D^\Omega e\,ds<(\Omega-D)e(D)$ and the error is more negative than $e(D)E$.

At $\omega=0$, $f(0)=[\ln(1+2K/D)-2K/D]/2\pi$, which is negative because $\ln(1+Q)<Q$. For $\omega>\Omega$ expand in $1/\omega^2$, using $\ln(1+Q)-Q=-Q^2/2+Q^3/3-\dots$ and $Q=(2DK/\omega^2)(1-D^2/\omega^2+\dots)$. Then $Q^2/2=(2D^2K^2/\omega^4)(1-2D^2/\omega^2)$ and $Q^3/3=(2D^2K^2/\omega^4)(4DK/3\omega^2)$, so

$$f=-\frac c{\omega^4}\Big[1-\frac{\gamma}{\omega^2}+\dots\Big],\quad c=\frac{D^2K^2}\pi,\quad \gamma=2D^2+\tfrac43DK .$$

The omitted piece is $\int_W^\infty f\,d\omega=-c/3W^3+c\gamma/5W^5$. Leaving out a negative piece makes the error positive:

$$\text{cutoff error}=\frac c{3W^3}\Big[1-\frac{3\gamma}{5W^2}+\dots\Big].\tag{4}$$

### (c) Uniform trapezoidal rule

Both trapezoidal rules are handled by Poisson summation. For a smooth integrable $F(t)$ on the real line, $S(t_0)=h\sum_{j}F(t_0+jh)$ is periodic in $t_0$ with period $h$. Its $m$-th Fourier coefficient is $\frac1h\int_0^hS\,e^{-2\pi imt_0/h}dt_0$. Shifting $t_0+jh\to t$ in each term leaves the exponential unchanged and joins the intervals into the whole line, so the coefficient is $\hat F(2\pi m/h)$ with $\hat F(k)=\int F e^{-ikt}dt$:

$$h\sum_{j=-\infty}^\infty F(t_0+jh)=\sum_{m=-\infty}^\infty\hat F(2\pi m/h)\,e^{2\pi imt_0/h}.\tag{5}$$

The term $m=0$ is the exact integral and the others are the error.

Take first $W\to\infty$. $L_s$ is even, so the half-line rule with half weight at $\omega=0$ is half of the full sum with $t_0=0$. For $k<0$ close the contour for $\hat L_s$ in the upper half plane. From $L_s=(2s/\pi)/[(\omega-is)(\omega+is)]$ the residue at $\omega=is$ is $2s/(2\pi is)=-i/\pi$, so $\hat L_s=2\pi i(-i/\pi)e^{ks}$, and evenness gives $\hat L_s(k)=2e^{-|k|s}$. Summing the geometric series,

$$e(s)=2\sum_{m\ge1}e^{-2\pi ms/h}=\frac2{e^{2\pi s/h}-1}.$$

Since $\frac{d}{ds}\ln(1-e^{-as})=a/(e^{as}-1)$, (3) gives exactly

$$\epsilon_h=\frac h{2\pi}\ln\frac{1-e^{-2\pi\Omega/h}}{1-e^{-2\pi D/h}}-\frac K{e^{2\pi D/h}-1}.\tag{6}$$

This is negative: $e(s)$ is positive and decreasing, so $\int_D^\Omega e\,ds<(\Omega-D)e(D)<Ke(D)$, the last step because $E<0$. When $h\ll2\pi(\Omega-D)$ the $\Omega$ term is negligible. If also $h\ll2\pi D$, first order in $e^{-2\pi D/h}$ suffices and $\epsilon_h\approx(h/2\pi-K)e^{-2\pi D/h}$. The exponent is set by the distance $D$ from the real axis to the nearest singularity of $f$. The nodes $jh$ are the bosonic Matsubara frequencies of temperature $k_BT=h/2\pi$ and $e(s)$ is twice the Bose occupation, so in this boson model the infinite sum is a finite-temperature quantity. By (6), $E+\epsilon_h=F-F_0-Kn_D$, where $F=E+k_BT\ln(1-e^{-\Omega/k_BT})$ is the free energy of $H$, $F_0=k_BT\ln(1-e^{-D/k_BT})$ is that of $D\,b^\dagger b$, and $n_D$ is the Bose occupation at $D$. It is not $F$ itself, and it leaves out the change of electron occupations in $\chi_0$ at finite temperature.

No term in $h^2$ appears in (6). On one panel, trapezoid minus integral is $h^3f''/12$ to leading order, from a Taylor expansion about the midpoint. Summed over panels on $[a,b]$ this becomes $h^2[f'(b)-f'(a)]/12$, which vanishes here because $f'(0)=f'(\infty)=0$.

The finite rule equals the infinite rule minus the trapezoidal sum on $[W,\infty)$. That sum is the tail integral plus $-h^2f'(W)/12=-ch^2/3W^5$, using $f'\approx4c/W^5$. For $W\gg\Omega$,

$$\text{error}=\epsilon_h+\frac c{3W^3}\Big[1-\frac{3\gamma}{5W^2}+\frac{h^2}{W^2}+\dots\Big].\tag{7}$$

At fixed $W$ the error stalls at (4) however many points are added. At fixed small $h$ it falls as $(N-1)^{-3}$ until the positive cutoff term is comparable with $|\epsilon_h|$. It then passes through zero and tends to the negative value $\epsilon_h$.

### (d) Mapped Gauss–Legendre rule

With $d\omega/dx=2\omega_0/(1-x)^2$, the Legendre nodes $x_j$ (zeros of $P_N$) and weights $a_j$ give $\omega_j=\omega_0(1+x_j)/(1-x_j)$ and $w_j=2\omega_0a_j/(1-x_j)^2$. The Lorentzian becomes

$$g_s(x)=L_s\frac{d\omega}{dx}=\frac{4s\omega_0/\pi}{\omega_0^2(1+x)^2+s^2(1-x)^2},$$

which is regular at $x=1$, so there is no cutoff error. It is a rational function that vanishes at infinity and equals the sum over its two simple poles. Inverting the map, $x=(\omega-\omega_0)/(\omega+\omega_0)$, so $\omega=is$ goes to

$$z=\frac{is-\omega_0}{is+\omega_0},\qquad|z|=1 .$$

Near the pole $\omega-is\approx\omega'(z)(x-z)$, and the factor $\omega'$ cancels, so the residue stays $-i/\pi$. For real $x$, $g_s=2\,\mathrm{Re}[(-i/\pi)/(x-z)]$.

The Gauss error for one pole follows from the identity

$$\frac1{z-x}=\frac{P_N(z)-P_N(x)}{P_N(z)(z-x)}+\frac{P_N(x)}{P_N(z)(z-x)} .$$

The first term is a polynomial of degree $N-1$ in $x$, which the rule integrates exactly. The second vanishes at every node, so the rule misses its whole integral $2Q_N(z)/P_N(z)$, where $Q_N(z)=\frac12\int_{-1}^1P_N(x)\,dx/(z-x)$ is the Legendre function of the second kind (not the $Q$ of the integrand). Integral minus rule for $1/(z-x)$ is rule minus integral for $1/(x-z)$, so exactly

$$e(s)=2\,\mathrm{Re}\Big[-\frac i\pi\,\frac{2Q_N(z)}{P_N(z)}\Big].\tag{8}$$

For large $N$, write $z=(\xi+1/\xi)/2$ with $|\xi|>1$, that is $\xi=z+\sqrt{z-1}\sqrt{z+1}$ with principal roots. The generating function factorizes, $\sum_nP_nt^n=(1-2zt+t^2)^{-1/2}=(1-\xi t)^{-1/2}(1-t/\xi)^{-1/2}$. With $(1-y)^{-1/2}=\sum_k\alpha_ky^k$, $\alpha_k=\binom{2k}k/4^k$, this gives $P_n=\sum_k\alpha_k\alpha_{n-k}\xi^{n-2k}$. The terms fall as $|\xi|^{-2k}$, and $\alpha_{n-k}/\alpha_n=1+O(k/n)$, so $P_n\approx\alpha_n\xi^n(1-\xi^{-2})^{-1/2}$. Stirling's formula gives $\alpha_n\approx(\pi n)^{-1/2}$.

For $n\ge1$, $Q_n$ obeys the Legendre recurrence $(n+1)y_{n+1}=(2n+1)zy_n-ny_{n-1}$. To see this, divide the recurrence for $P_n(x)$ by $2(z-x)$, integrate, and use $x/(z-x)=z/(z-x)-1$ with $\int P_n\,dx=0$. Let $C_n=(n+1)(P_{n+1}Q_n-P_nQ_{n+1})$. Inserting the recurrence for both functions cancels the $z$ terms and leaves $C_n=n(P_nQ_{n-1}-P_{n-1}Q_n)=C_{n-1}$. Also $C_0=zQ_0-Q_1=\frac12\int(z-x)/(z-x)\,dx=1$. Dividing $C_n=1$ by $(n+1)P_nP_{n+1}$ gives the difference $Q_n/P_n-Q_{n+1}/P_{n+1}$. The ratio tends to zero, since $|P_n(x)|\le1$ keeps $Q_n$ bounded while $P_n(z)$ grows, so the differences add up to

$$\frac{Q_N}{P_N}=\sum_{n\ge N}\frac1{(n+1)P_nP_{n+1}}\approx\pi(1-\xi^{-2})\sum_{n\ge N}\xi^{-(2n+1)}=\pi\,\xi^{-(2N+1)} .$$

Using $\mathrm{Re}(-iy)=\mathrm{Im}\,y$ in (8),

$$e(s)\approx4\,\mathrm{Im}\,\xi(s)^{-(2N+1)},\tag{9}$$

with corrections of order $1/N$ relative to $4|\xi|^{-(2N+1)}$.

The modulus $\rho=|\xi|$ follows from $z\pm1=(\xi\pm1)^2/2\xi$, which gives $|z-1|+|z+1|=(|\xi-1|^2+|\xi+1|^2)/2\rho=\rho+1/\rho$. Directly, $z-1=-2\omega_0/(is+\omega_0)$ and $z+1=2is/(is+\omega_0)$. Therefore, with $u=s/\omega_0$,

$$\rho+\frac1\rho=\frac{2(s+\omega_0)}{\sqrt{s^2+\omega_0^2}}=2\sqrt{1+\frac2{u+1/u}} .\tag{10}$$

This depends only on $|\ln u|$ and decreases as $|\ln u|$ grows, from $\rho=1+\sqrt2$ at $s=\omega_0$. The smallest $\rho$ on $[D,\Omega]$ belongs to the end farther from $\omega_0$ in the logarithm, and it is largest when both ends are equally far:

$$\omega_0=\sqrt{D\Omega}.$$

The envelope of the error falls as $\rho_{\min}^{-2N}$. The error itself carries the phase in (9), so this $\omega_0$ optimizes the asymptotic rate and not the error at each $N$. At $s=\omega_0$, $z=i$ and $\xi=i(1+\sqrt2)$, so $e$ alternates in sign with $N$. For $r=\Omega/D\gg1$, (10) at $u=r^{-1/2}$ gives $\rho_{\min}\approx1+\sqrt2\,r^{-1/4}$, and the convergence slows.

Parts (a) to (d) have given the exact energy, one error formula for all rules, and the errors of the uniform trapezoidal and mapped Gauss–Legendre rules. The logarithmic grid and the numerical comparison for H$_2$ remain.
